\section*{Splitting a wheel-shaped contact conflict graph among three masks}

\section*{Problem}

A layer of contact holes is printed with several masks because neighbouring contacts are too close for one exposure. Two contacts are said to conflict when their centre distance is smaller than a limit $d_c$; they must then go on different masks. The same limit holds for every mask, and each contact is printed whole by one mask. The conflict graph has a vertex for each contact and an edge for each conflict.

A contact $H$, the hub, is surrounded by five contacts $v_1,\dots,v_5$, the rim. The hub conflicts with all five. Each rim contact conflicts with its two neighbours on the rim and with no other rim contact. Indices are read cyclically, so $v_6=v_1$.

\begin{enumerate}
\item[(a)] Show that no four contacts conflict mutually, and that the six contacts nevertheless cannot be split into three masks.
\item[(b)] Count the legal splits for $k$ masks and a rim of $n\ge 3$ contacts. Are four masks enough for the given layout?
\item[(c)] How many conflicts must be violated if only three masks are available, and in how many ways can this minimum be reached?
\item[(d)] The rim is a regular pentagon of radius $R$ centred on $H$. For which $R$ does the wheel graph arise? Take $R=60$ nm and $d_c=90$ nm, find how far the contacts may be displaced without changing the graph, and find a small displacement that makes three masks sufficient.
\item[(e)] Judge the distance rule by the image of two equal contacts at wavelength $\lambda=193$ nm and numerical aperture $\mathrm{NA}=1.35$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) No quadruple, yet no split}

Any four of the six contacts include at least three rim contacts, since there is only one hub. If four contacts conflicted mutually, these three rim contacts would do so too. Let $v_i$ be one of them. It conflicts with just two rim contacts, $v_{i-1}$ and $v_{i+1}$, so these would have to be the other two. But they are two steps apart one way round the rim and three steps the other way, so they do not conflict. Hence there is no mutually conflicting quadruple. The closest approach to one is $H,v_{i-1},v_i,v_{i+1}$, with three hub conflicts and two rim conflicts, five of the six possible.

Now suppose that a legal split into masks $A$, $B$, $C$ exists. The masks are interchangeable, so we may put $H$ on $A$. Every rim contact conflicts with $H$ and must therefore use $B$ or $C$. Write $s_i=+1$ if $v_i$ is on $B$ and $s_i=-1$ if it is on $C$. Rim neighbours need different masks, hence
\begin{equation}
s_{i+1}=-s_i .
\end{equation}
Applying this five times leads once round the rim and back to the start:
\begin{equation}
s_1=s_6=(-1)^5 s_1=-s_1 .
\end{equation}
This would require $s_1=0$, whereas $s_1=\pm1$. The split does not exist.

The obstruction belongs to the closed ring as a whole. The hub uses up one mask for all its neighbours, and the remaining two must alternate around an odd ring. A check that searches only for four mutually conflicting contacts therefore cannot certify a layout for three masks.

\subsection*{(b) Number of legal splits}

The hub can be placed on any of $k$ masks. This leaves $q=k-1$ masks for the rim. Let $J$ be the $q\times q$ matrix with all entries equal to one, and let $T=J-I$. Then $T_{ab}=1$ if masks $a$ and $b$ differ, and $T_{aa}=0$. The number of legal rim assignments is
\begin{equation}
\sum_{a_1,\dots,a_n}T_{a_1a_2}T_{a_2a_3}\cdots T_{a_na_1}
=\operatorname{tr}T^n ,
\end{equation}
because each product is one for a legal assignment and zero otherwise.

The vector with equal components is an eigenvector of $J$ with eigenvalue $q$. The $q-1$ independent vectors whose components sum to zero have eigenvalue $0$. Subtracting $I$ lowers each eigenvalue by one, so $T$ has the eigenvalue $q-1$ once and $-1$ with multiplicity $q-1$. Therefore
\begin{align}
\operatorname{tr}T^n&=(q-1)^n+(q-1)(-1)^n,\\
N(n,k)&=k\left[(k-2)^n+(-1)^n(k-2)\right].
\label{eq:count}
\end{align}
For the given layout,
\begin{align}
N(5,3)&=3\,(1-1)=0,\\
N(5,4)&=4\,(2^5-2)=120 .
\end{align}
Four masks are enough. Enumeration of all assignments gives the same two numbers.

For three masks, Eq.~\eqref{eq:count} becomes $N(n,3)=3[1+(-1)^n]$. It vanishes for every odd rim and equals $6$ for every even rim. With six rim contacts, for example, $B$ and $C$ alternate without a clash. The case $n=3$ is the mutually conflicting quadruple itself; $n=5$ is the first odd wheel in which the failure occurs without such a quadruple.

\subsection*{(c) The least violation}

At least one conflict must be violated, by part (a). To see that one is enough, delete a single conflict and look for a legal split of what remains.

If a rim conflict is deleted, the rim becomes an open chain of five contacts. There are three choices for the hub mask and two for the first contact of the chain; alternation fixes the rest. This gives $3\times2=6$ splits.

If the conflict between $H$ and $v_1$ is deleted, $v_1$ must share the hub's mask, since otherwise the split would be legal for the full wheel. The other four rim contacts form an open chain that alternates between the two remaining masks. Again there are $3\times2=6$ splits.

Each of these splits violates just the deleted conflict when that conflict is restored. Sets belonging to different deleted conflicts therefore do not overlap. With ten conflicts, the minimum of one violation is reached in
\begin{equation}
10\times6=60
\end{equation}
of the $3^6=729$ assignments.

Removing any one contact also cures the graph. Without a rim contact, the hub and an open chain of four remain, with $6$ splits. Without the hub, the five-ring may use all three masks, and the trace formula with $q=3$ gives $2^5-2=30$ splits. Every contact and every conflict is thus needed for the obstruction.

\subsection*{(d) Geometry, tolerance and repair}

Two points on a circle of radius $R$ separated by the angle $\varphi$ have distance $2R\sin(\varphi/2)$. Rim neighbours are separated by $72^\circ$ and the other rim pairs by $144^\circ$. The wheel requires the former to conflict and the latter not to:
\begin{equation}
2R\sin36^\circ<d_c\le2R\sin72^\circ .
\end{equation}
Since $2\sin36^\circ>1$, the left inequality also ensures $R<d_c$, so the hub conflicts with the whole rim. Solving for $R$ gives
\begin{equation}
\frac{d_c}{2\sin72^\circ}\le R<\frac{d_c}{2\sin36^\circ},
\end{equation}
which for $d_c=90$ nm is the window from $47.32$ to $76.56$ nm. Below it all pairs conflict and six masks are needed. Above it, but with $R<d_c$, only the hub conflicts remain and two masks suffice. For $R\ge d_c$ there is no conflict.

At $R=60$ nm the rim neighbours are $70.53$ nm apart and the diagonals measure $114.13$ nm. If every contact moves by less than $\delta$, the triangle inequality limits the change of any distance to less than $2\delta$. The three kinds of pair permit
\begin{align}
\text{hub pairs:}\quad &(90-60)/2=15\ \text{nm},\\
\text{rim neighbours:}\quad &(90-70.53)/2\approx9.7\ \text{nm},\\
\text{diagonals:}\quad &(114.13-90)/2\approx12.1\ \text{nm}.
\end{align}
The smallest value governs: the graph is unchanged by arbitrary displacements below about $9.7$ nm per contact. A rough placement error of $3$ nm plus the largest rounding error on a $1$ nm grid, $0.71$ nm, stays well within this margin.

The same estimate points to the repair. Move $v_1$ and $v_2$ directly apart by $10$ nm each. Their distance becomes
\begin{equation}
70.53+2\times10=90.53\ \text{nm}>d_c ,
\end{equation}
so their conflict disappears. No new one arises: each diagonal has at most one moved end and keeps a length of at least $114.13-10=104.13$ nm. The rim is now open, and a legal split is
\begin{equation}
H:A,\qquad v_1,v_2,v_4:B,\qquad v_3,v_5:C .
\end{equation}
The smallest same-mask distance is $90.53$ nm, only about $0.5$ nm above the limit. The example shows how little is needed to change the graph; a production layout would need a larger move to leave room for placement errors.

\subsection*{(e) What the distance rule represents}

Consider a scalar, in-focus image formed by a uniformly filled circular pupil. With $v=2\pi\,\mathrm{NA}\,r/\lambda$, the normalized amplitude of a point opening is
\begin{equation}
a(r)=2\int_0^1J_0(v\rho)\rho\,d\rho=\frac{2J_1(v)}{v},
\end{equation}
where $J_0$ and $J_1$ are Bessel functions and $d[xJ_1(x)]/dx=xJ_0(x)$ was used. For two equal openings a distance $d$ apart, compare the intensity at the midpoint with that at either centre. If the openings are mutually incoherent, intensities add; if they are coherent and in phase, amplitudes add:
\begin{equation}
\rho_{\rm inc}=\frac{2a(d/2)^2}{1+a(d)^2},\qquad
\rho_{\rm coh}=\left[\frac{2a(d/2)}{1+a(d)}\right]^2 .
\end{equation}
In a resist that opens above a fixed intensity, a ratio of at least one means that the midpoint opens whenever the centres do. The results are
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & $\rho_{\rm inc}$ & $\rho_{\rm coh}$\\
60.00 & 1.135 & 1.399\\
70.53 & 1.022 & 1.488\\
90.00 & 0.683 & 1.437\\
114.13 & 0.307 & 0.826
\end{tabular}
\end{center}
In both limits the hub pairs and rim neighbours have ratios above one and the diagonals have a ratio below one. In these two scalar limits the criterion thus reproduces the wheel for the original layout. The margin is thin for the rim neighbours: $\rho_{\rm inc}$ passes through one at about $72$ nm, only $1.5$ nm beyond their distance. Incoherent openings of $40$ nm diameter, with all their points mutually incoherent, give $1.141$, $1.048$, $0.741$ and $0.370$ at the four distances, so an opening of this size leaves the incoherent classification unchanged.

The criterion does not single out the value $d_c=90$ nm. In the incoherent limit the ratio falls through one between $70.53$ and $90$ nm, so a pair at $90$ nm is not certain to merge. This does not guarantee separation: the midpoint still has $0.683$ of the centre intensity, and a resist that opens at half the centre intensity would join the two contacts. Such a low threshold prints an isolated point image about $74$ nm wide, and in the coherent limit it would also join the diagonals (ratio $0.826$), so that all six contacts would conflict. With coherent, in-phase light a pair at $90$ nm still has a ratio of $1.437$, and the repair by $10$ nm moves could not be relied on. Within the distance rule the original graph is less sensitive: it is the same for every limit above $70.53$ nm and up to $114.13$ nm, that is, from about $22\%$ below to $27\%$ above the chosen value.

The wavelength and aperture are those of immersion lithography, and the distances are round values in its rough regime. Real illumination is partially coherent, and the two limits above do not bracket it. If $\mu$ is the real degree of mutual coherence of the two openings, the ratio is $2a(d/2)^2(1+\mu)/[1+a(d)^2+2\mu a(d)]$, and off-axis illumination can make $\mu$ negative. An annular source filling $0.7$ to $0.97$ of the pupil radius gives $\mu\approx-0.09$ and a ratio of about $0.96$ for the rim neighbours, so the criterion then no longer marks them as conflicting. Real spacing rules can also depend on direction and contact shape. Two further effects can be large. The distance rule ignores the influence of contacts beyond the limit: a diagonal neighbour on the same mask changes the intensity at a contact centre by $+1.7\%$ in the incoherent limit but by $-24.5\%$ in the coherent one, relative to an isolated point contact. The scalar treatment also ignores polarization. Two rays from opposite edges of the pupil travel at $\pm\theta$ in the resist, with $\sin\theta=\mathrm{NA}/n_r$; for a rough resist index $n_r=1.7$, $\theta\approx53^\circ$. If their electric fields lie in the plane of incidence, the fields enclose the angle $2\theta$, and the interference term is multiplied by
\begin{equation}
\cos2\theta=1-2\left(\frac{1.35}{1.7}\right)^2\approx-0.3 ,
\end{equation}
instead of the scalar value $1$. For these rays the fringes are weak and reversed. In a vector image of incoherent point openings the rim ratio lies between roughly $0.96$ and $1.13$, depending on polarization and pupil weighting, so polarization alone can outweigh the scalar margin of $1.022$. Defocus and resist diffusion are left out as well. The limit $d_c$ must therefore come from the actual process; the image model shows its origin, not its precise value.

The impossibility proof is more robust than this number. If a larger limit adds conflicts, three masks still fail, because all the old requirements remain. The other half of part (a) is not protected in this way: if $v_1$ and $v_3$ also conflict, then $H,v_1,v_2,v_3$ form a mutually conflicting quadruple. Losing any one conflict lifts the impossibility. Giving the masks different spacing limits can lift it too, but only if the change is large enough: a mask with a limit of $65$ nm could take the whole rim, whereas a limit of $80$ nm on one mask still forbids the rim neighbours and changes nothing. Printing contacts in two pieces on different masks does not help here if the pieces obey the same centre-distance rule. The halves of a round contact of radius $r=20$ nm have their centres, taken as centroids, only $4r/(3\pi)\approx8.5$ nm from the centre of the contact. This is below the tolerance of $9.7$ nm found in part (d), so one half of each contact again forms the wheel.

The main values for the layout and the image model are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
rim radius = hub distance R: 60.0 nm
same-mask distance limit d_c: 90.0 nm
rim neighbour distance: 70.53 nm
rim diagonal distance: 114.13 nm
number of conflicts: 10
mutually conflicting triples: 5
most conflicts within four contacts: 5 of 6
mutually conflicting quadruples: 0
three-mask assignments tried: 729
legal three-mask splits: 0
legal four-mask splits: 120
legal three-mask splits with six rim contacts: 6
fewest violated conflicts, three masks: 1
assignments with one violation: 60
splits after deleting one conflict: 6 to 6
splits after deleting one contact: 6 to 30
wheel radius window: 47.32 to 76.56 nm
placement tolerance per contact: 9.73 nm
rough placement error: 3.0 nm
largest rounding error on 1 nm grid: 0.71 nm
repair move of each of contacts 1 and 2: 10.0 nm
repaired pair distance: 90.53 nm
legal three-mask splits after repair: 6
one repaired split, hub then rim: A B B C B C
smallest same-mask distance after repair: 90.53 nm
wavelength: 193 nm; numerical aperture: 1.35
opening diameter (wafer scale): 40 nm
midpoint/centre intensity: point incoherent, disk incoherent, point coherent
  at 60.00 nm: 1.135, 1.141, 1.399
  at 70.53 nm: 1.022, 1.048, 1.488
  at 90.00 nm: 0.683, 0.741, 1.437
  at 114.13 nm: 0.307, 0.370, 0.826
diagonal crosstalk at centre, incoherent: +1.7 %
diagonal crosstalk at centre, coherent: -24.5 %
rough resist refractive index: 1.7
edge-ray angle in resist: 52.6 degrees
TM two-beam contrast factor (scalar = 1): -0.261
\end{verbatim}
